# Force Bias from Fermi-Dirac Smearing in a Metal

## Problem

The forces in a metal are computed with Fermi-Dirac occupations of width $\sigma=k_BT$, although the forces at zero width are wanted. The electron number $N$ is fixed. Let $R$ be a nuclear coordinate and $D(\varepsilon)$ the density of states with both spins counted.

1. Find the leading error of the force for small $\sigma$.
2. Evaluate it for $\sigma=0.1$ eV, first in general and then for this chain: two sites per cell, one electron per cell, alternating hoppings $t_1=te^{gu}$ and $t_2=te^{-gu}$, with $t=2$ eV, $g=1.5$ Å$^{-1}$ and $u=0.2$ Å. Here $u$ is the displacement of one sublattice.
3. Compare with direct sums over states at several widths, and find a way to reduce the error.

## Solution

### Which energy the force belongs to

Take independent electrons first, with spin-orbital energies $\varepsilon_i$ and occupations $f_i=1/(e^{(\varepsilon_i-\mu)/\sigma}+1)$. The free energy is

$$A=U-TS=\sum_i f_i\varepsilon_i+\sigma\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right].$$

Its derivative is

$$\frac{dA}{dR}=\sum_i f_i\frac{d\varepsilon_i}{dR}+\sum_i\frac{df_i}{dR}\left[\varepsilon_i+\sigma\ln\frac{f_i}{1-f_i}\right].$$

Since $\ln[f_i/(1-f_i)]=-(\varepsilon_i-\mu)/\sigma$, the bracket equals $\mu$ for every state. The second sum is then $\mu\,dN/dR=0$. In an orthonormal basis that does not depend on $R$, $d\varepsilon_i/dR=\langle i|dH/dR|i\rangle$, so the usual force

$$F(\sigma)=-\sum_i f_i\langle i|dH/dR|i\rangle=-\frac{dA}{dR}$$

is the slope of $A$, not of $U$. The repulsion between ions does not depend on $\sigma$ and cancels from the error.

### Expansion at fixed chemical potential

From $\ln f_i=\ln(1-f_i)-(\varepsilon_i-\mu)/\sigma$, the entropy bracket is $\ln(1-f_i)-f_i(\varepsilon_i-\mu)/\sigma$. Hence $A=\mu N+\Omega$ with

$$\Omega=\sigma\sum_i\ln(1-f_i)=-\sigma\int D(\varepsilon)\ln\left(1+e^{(\mu-\varepsilon)/\sigma}\right)d\varepsilon .$$

Define $n(\varepsilon)=\int_{-\infty}^{\varepsilon}D\,d\varepsilon'$ and $K(\varepsilon)=\int_{-\infty}^{\varepsilon}n\,d\varepsilon'$. The logarithm has derivative $-f/\sigma$. Two integrations by parts, whose boundary terms vanish below the bands and decay exponentially above $\mu$, give

$$\Omega=-\int n f\,d\varepsilon=-\int K(\varepsilon)\left(-\frac{df}{d\varepsilon}\right)d\varepsilon .$$

The weight $-df/d\varepsilon$ is normalized and even in $x=\varepsilon-\mu$. With $y=x/\sigma$, one integration by parts and a geometric series give its moments:

$$\langle x^2\rangle=4\sigma^2\int_0^\infty\frac{y\,dy}{e^y+1}=4\sigma^2\sum_{m\ge1}\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2\sigma^2}{3},$$

$$\langle x^4\rangle=8\sigma^4\int_0^\infty\frac{y^3dy}{e^y+1}=48\sigma^4\sum_{m\ge1}\frac{(-1)^{m+1}}{m^4}=\frac{7\pi^4\sigma^4}{15}.$$

The Taylor terms of $K$ that survive are $K(\mu)$, $Dx^2/2$ and $D''x^4/24$, where primes denote energy derivatives. Therefore

$$\Omega=-K(\mu)-\frac{\pi^2}{6}\sigma^2D(\mu)-\frac{7\pi^4}{360}\sigma^4D''(\mu)+O(\sigma^6).$$

This requires a continuous spectrum on the scale of $\sigma$, and a $D$ that is smooth over several $\sigma$ around $\mu$.

### Fixed electron number

Let $E_F$ be the zero-width Fermi energy, $n(E_F)=N$, and write $\mu=E_F+s$. Put $a=\pi^2/6$. Below, $D$, $D'$ and $D''$ are taken at $E_F$. Because $K(E_F+s)=K(E_F)+Ns+Ds^2/2+\dots$, the terms linear in $s$ without $\sigma$ cancel in $A=\Omega+\mu N$:

$$A=E_0-\tfrac12Ds^2-a\sigma^2(D+D's)-\frac{7\pi^4}{360}\sigma^4D''+O(\sigma^6).$$

Here $E_0=E_FN-K(E_F)=\int^{E_F}\varepsilon D\,d\varepsilon$ is the zero-width energy. The condition $\partial\Omega/\partial\mu=-N$ makes this expression stationary in $s$, so $-Ds-a\sigma^2D'=0$ to leading order and

$$s=\mu-E_F=-\frac{\pi^2}{6}\sigma^2\frac{D'}{D}+O(\sigma^4).$$

As $s$ is of order $\sigma^2$, the omitted terms are indeed of order $\sigma^6$. Inserting $s$, the two terms containing it add to $-a^2\sigma^4D'^2/(2D)+a^2\sigma^4D'^2/D=a^2\sigma^4D'^2/(2D)$. Thus

$$A=E_0-\frac{\pi^2}{6}\sigma^2D(E_F)+C\sigma^4+O(\sigma^6),\qquad C=\frac{\pi^4}{72}\frac{D'^2}{D}-\frac{7\pi^4}{360}D''.$$

### The force error

If $D$ is also smooth in $R$, the expansion can be differentiated term by term:

$$\boxed{F(\sigma)-F(0)=\frac{\pi^2}{6}\sigma^2\frac{dD(E_F)}{dR}-\sigma^4\frac{dC}{dR}+O(\sigma^6)}$$

To leading order, smearing pushes the nuclei toward a larger density of states at the Fermi level, where the electronic entropy is larger. The gradient is a total derivative at fixed $N$:

$$\frac{dD(E_F)}{dR}=\left.\frac{\partial D}{\partial R}\right|_{\varepsilon=E_F}+D'(E_F)\frac{dE_F}{dR}.$$

A shift of all levels by an $R$-dependent constant changes both terms on the right but not their sum.

The internal energy behaves differently. Since $A$ is stationary in the occupations at fixed $N$, $\sigma\,\partial A/\partial\sigma=-TS$, and

$$U=A-\sigma\frac{\partial A}{\partial\sigma}=E_0+\frac{\pi^2}{6}\sigma^2D(E_F)-3C\sigma^4+\dots$$

The slope of $U$ therefore has the opposite leading error. A structure optimizer that uses the forces $F(\sigma)$ must use $A$ as its energy.

### Self-consistent fields

In a mean-field theory whose functional has no explicit dependence on $\sigma$ apart from the entropy term, $A$ is also stationary in the field $v$, so the force formula still holds. For a given field, $A[v]=E_0[v]-a\sigma^2D[v]+O(\sigma^4)$. If the response is regular, smearing shifts the self-consistent field from $v_0$ by $O(\sigma^2)$. Because $E_0$ is stationary at $v_0$, this changes $E_0$ by $O(\sigma^4)$; it changes the $D$ term by $O(\sigma^4)$ as well. The leading law survives, with $D$ differentiated while $v_0$ follows $R$. The coefficient $C$ acquires further terms.

### The estimate for 0.1 eV

This width corresponds to 1160 K. The prefactor is

$$\frac{\pi^2}{6}\sigma^2=1.64493\times(0.1\ \text{eV})^2=0.01645\ \text{eV}^2 .$$

A gradient of 1 eV$^{-1}$Å$^{-1}$ thus gives an error of 16.45 meV/Å, and other gradients scale it in proportion.

For the chain, the Bloch matrix has zero diagonal and off-diagonal element $t_1+t_2e^{-ik}$. With $t_1t_2=t^2$ and $t_1^2+t_2^2=2t^2\cosh2gu$, its levels obey

$$\varepsilon^2=2t^2\cosh 2gu+2t^2\cos k .$$

One electron per cell fills the lower band for $|k|<k_F$ with $2(2k_F)/2\pi=1$, so $k_F=\pi/2$ and

$$E_F=-t\sqrt{2\cosh2gu}=-3.0796\ \text{eV}.$$

Differentiating $\varepsilon^2$ gives $|d\varepsilon/dk|=t^2|\sin k|/|\varepsilon|$. Two spins and two points $\pm k$ contribute, so

$$D(\varepsilon)=\frac{4}{2\pi|d\varepsilon/dk|}=\frac{2|\varepsilon|}{\pi t^2|\sin k|},\qquad D(E_F)=\frac{2|E_F|}{\pi t^2}=0.4901\ \text{eV}^{-1}$$

per cell. From $E_F^2=2t^2\cosh2gu$ follows $d\ln|E_F|/du=g\tanh2gu$, hence

$$\frac{dD(E_F)}{du}=g\tanh(2gu)\,D(E_F)=0.3948\ \text{eV}^{-1}\text{Å}^{-1}.$$

The leading error is $0.01645\times0.3948$ eV/Å, or 6.5 meV/Å ($1.26\times10^{-4}$ hartree/bohr).

Here the whole effect comes from the motion of $E_F$. At fixed $\varepsilon$, measured from the site level, $u$ changes $D$ through $|\sin k|$ alone, and $|\sin k|$ is stationary at $k=\pi/2$. The fixed-energy gradient would wrongly predict no leading error.

### Direct sums over states

For each width, the Bloch matrices were diagonalized at 2000 equally spaced $k$ points, $\mu$ was found by root search, and the forces were summed. The zero-width force came from Gauss-Legendre quadrature over $|k|<\pi/2$. The $\sigma^4$ term uses numerical derivatives of the closed form for $D$. Errors are per cell, in meV/Å.

| $\sigma$ (eV) | Direct error | $\sigma^2$ term | $\sigma^4$ term |
|---:|---:|---:|---:|
| 0.05 | 1.633 | 1.624 | 0.009 |
| 0.10 | 6.651 | 6.495 | 0.139 |
| 0.20 | 28.825 | 25.979 | 2.22 |

At 0.1 eV the leading term falls short of the direct error by about 2%, and most of the difference is the $\sigma^4$ term. At 0.2 eV the shortfall is about 10%, and terms beyond $\sigma^4$ are visible. The lower band runs from $-4.18$ to $-1.22$ eV, so its nearer edge is 1.10 eV from $E_F$, or 5.5 widths at $\sigma=0.2$ eV.

The error at 0.1 eV is 0.33% of the zero-width electronic force, 2025 meV/Å. That ratio can mislead: at a relaxed zero-width geometry the ions balance the electronic force, and the smearing error is the entire remaining force. For a stiffness $\kappa$ it displaces the minimum by $[F(\sigma)-F(0)]/\kappa$ to first order.

A mean-field variant shows the self-consistent response. The sites have energies $\pm(\Delta+Wm)$, where $m$ is the electron number on the $+$ site minus that on the $-$ site, $\Delta=W=2$ eV, and the interaction energy is $Wm^2/2$; there are 1.2 electrons per cell. Dividing the force errors at 0.025 and 0.05 eV by $a\sigma^2$ and extrapolating to zero width gives 0.4575 eV$^{-1}$Å$^{-1}$. Numerical differentiation of $D(E_F)$ gives 0.4575 when the field follows $u$, but 0.4382 when it is frozen.

### Reducing the error

Two widths suffice to cancel the $\sigma^2$ term:

$$F_{\rm ext}=\frac{4F(\sigma/2)-F(\sigma)}{3}.$$

An error $b\sigma^4$ in $F(\sigma)$ becomes $b\sigma^4(4/16-1)/3=-b\sigma^4/4$. For the original chain, the widths 0.05 and 0.1 eV leave an error of $-0.04$ meV/Å.

The extrapolation needs a $k$ mesh that resolves $\sigma$. With eight equally spaced $k$ points that include $k=0$, the lower band has five distinct levels spread over 2.96 eV. Between $\sigma=0.01$ and 0.05 eV the force then changes by 0.00002 meV/Å, whereas the continuum law gives 1.56 meV/Å. The occupations are almost frozen by the level spacing, so insensitivity to $\sigma$ on such a mesh is no evidence of a converged metallic force. When $E_F$ lies in a gap, $D(E_F)=0$ and the error is thermally activated instead of following a power law. Within a few $\sigma$ of a band edge or another singularity of $D$, the smoothness assumed in the expansion is lost and the series is no longer controlled.
